# Landau-Levich film on a wafer withdrawn vertically from a bath

## What goes wrong without the result

A wetted wafer pulled slowly out of a rinse bath carries a film of water. A first estimate of its thickness balances viscous drag against weight. The drag per unit volume is of order $\mu U/h^2$ and the weight per unit volume is $\rho g$, so

$$h\sim\sqrt{\frac{\mu U}{\rho g}} .$$

For water at 1 mm/s this gives about 10 µm. The film derived below is 1.48 µm thick, nearly seven times thinner, and it grows as $U^{2/3}$ instead of $U^{1/2}$. A drying time based on the first estimate would be wrong by the same factor. The rate at which water is drawn out would be wrong by a factor of about 4.6, smaller because a 10 µm film loses a third of its upward flux to drainage under its own weight.

The estimate leaves out the meniscus. The curved surface at the foot of the film holds the liquid below atmospheric pressure and sucks it back towards the bath. At low speed this suction, not the weight of the film, limits what the wafer carries away.

## Setting and conventions

The wafer is flat, smooth and completely wetted. It moves vertically upward at constant speed $U$ out of a wide bath of Newtonian liquid with viscosity $\mu$, density $\rho$ and surface tension $\gamma$. The flow is steady and two-dimensional. Inertia and evaporation are neglected, and the surface is clean, so the gas exerts no shear stress on it.

Height $x$ is measured upward from the level of the distant bath, and $y$ from the wafer into the liquid. The surface lies at $y=h(x)$, and $h\to h_\infty$ far above the meniscus. Gas pressure is zero. Two combinations set the scales:

$$\mathrm{Ca}=\frac{\mu U}{\gamma},\qquad l_c=\sqrt{\frac{\gamma}{\rho g}} .$$

The capillary number $\mathrm{Ca}$ compares viscous with capillary forces and is small here. The capillary length $l_c$ is the size of a static meniscus. The result to be derived is

$$h_\infty=0.946\,l_c\,\mathrm{Ca}^{2/3}\qquad(\mathrm{Ca}\to0),$$

so 0.946 capillary lengths is the multiplier of $\mathrm{Ca}^{2/3}$, not the thickness itself.

## Flux in the film

Where the surface slope is small, velocity varies much faster across the film than along it, and pressure is nearly uniform across it. The vertical force balance is

$$\mu u_{yy}=G,\qquad G=p_x+\rho g .$$

Subscripts denote derivatives. The liquid moves with the wafer, $u(0)=U$, and the free surface carries no shear, $u_y(h)=0$. One integration with the second condition gives $\mu u_y=G(y-h)$. Another, with the first condition, gives

$$u=U+\frac{G}{\mu}\left(\frac{y^2}{2}-hy\right).$$

The upward flux per unit width is

$$q=\int_0^h u\,dy=Uh+\frac{G}{\mu}\left(\frac{h^3}{6}-\frac{h^3}{2}\right)=Uh-\frac{Gh^3}{3\mu}.$$

The pressure comes from the surface. In the meniscus $h_{xx}>0$ and the centre of curvature lies on the gas side, so the liquid pressure is below that of the gas. For small slope $p=-\gamma h_{xx}$, hence $G=\rho g-\gamma h_{xxx}$ and

$$q=Uh+\frac{h^3}{3\mu}\left(\gamma h_{xxx}-\rho g\right).$$

In a steady state mass conservation makes $q$ independent of $x$. In the flat film $h_{xxx}=0$, so $q=Uh_\infty-\rho g h_\infty^3/(3\mu)$. Equating the two expressions and multiplying by $3\mu/(\gamma h^3)$ gives

$$h_{xxx}=3\,\mathrm{Ca}\,\frac{h_\infty-h}{h^3}+\frac{1}{l_c^2}\left(1-\frac{h_\infty^3}{h^3}\right).\tag{1}$$

The first term on the right is viscous drag and the second is gravity.

## Why gravity drops out of the transition region

Where $h$ is comparable with $h_\infty$, the viscous term has size $3\,\mathrm{Ca}/h_\infty^2$ and the gravity term has size $1/l_c^2$. Their ratio is

$$\frac{\text{gravity}}{\text{viscous}}\sim\frac{h_\infty^2}{3\,\mathrm{Ca}\,l_c^2}.$$

If $h_\infty$ scales as $l_c\mathrm{Ca}^{2/3}$, the ratio scales as $\mathrm{Ca}^{1/3}$ and vanishes in the limit. The final result confirms this assumption. At leading order, then,

$$h_{xxx}=3\,\mathrm{Ca}\,\frac{h_\infty-h}{h^3}.\tag{2}$$

Gravity has not left the problem. It still shapes the static meniscus, which fixes the suction.

## One profile for all speeds

Write $h=h_\infty H(X)$ and $x=x_0+\ell X$, with $x_0$ a constant. The left side of (2) becomes $(h_\infty/\ell^3)H'''$ and the right side $(3\,\mathrm{Ca}/h_\infty^2)(1-H)/H^3$. The coefficients are equal if

$$\ell=\frac{h_\infty}{(3\,\mathrm{Ca})^{1/3}},\qquad\text{and then}\qquad H'''=\frac{1-H}{H^3}.\tag{3}$$

The slope in this region is of order $h_\infty/\ell=(3\,\mathrm{Ca})^{1/3}$, which is small as the thin-film approximation requires.

Equation (3) is of third order, so its solutions form a three-parameter family. The flat film selects among them. Put $H=1+e$ with $|e|\ll1$; then $(1-H)/H^3\approx-e$ and $e'''=-e$. Trying $e\propto\exp(\lambda X)$ gives $\lambda^3=-1$, with roots

$$\lambda=-1,\qquad \lambda=\tfrac12\pm\tfrac{\sqrt3}{2}i .$$

The complex pair grows upward and must be absent. What remains is $e=A\exp(-X)$. Changing the size of $A$ moves the origin of $X$, so the sign of $A$ is the one real choice.

To follow the solution down towards the bath, let $Y=-X$, so that $H_{YYY}=(H-1)/H^3$. If $A<0$, then $H-1$, $H_Y$ and $H_{YY}$ all start negative and the equation keeps them so; the film thins to zero and never joins a bath. If $A>0$, all three start positive and stay positive. The film thickens steadily, so this is the required profile.

Its curvature $H_{YY}$ increases downward, so $H$ grows at least as fast as $Y^2$. Since $H_{YYY}<1/H^2$, the increase of curvature falls off at least as fast as $Y^{-4}$ and has a finite integral. The curvature therefore approaches a limit $K$. Numerical integration of (3) gives

$$K=0.64304 .$$

Raising the starting amplitude $A$ from $10^{-5}$ to $10^{-3}$ changes $K$ by less than $10^{-8}$, as the shift argument predicts.

The approach to the limit can be estimated. With $H\approx KY^2/2$, the curvature still missing at $Y$ is

$$K-H_{YY}\approx\int_Y^\infty\frac{4}{K^2Y'^4}\,dY'=\frac{4}{3K^2Y^3}.$$

Substituting $Y=(2H/K)^{1/2}$ turns this into about $0.59\,H^{-3/2}$. At $H=100$ this is 0.0006, and the computed curvature there, 0.64245, lies below $K$ by that amount. A hundred film thicknesses out, the surface is nearly a parabola.

## The static meniscus

Further down, the liquid is thick, viscous stresses are weak, and the pressure is hydrostatic, $p=-\rho gx$. The slope is no longer small, so the full curvature is needed. Setting $p=-\gamma\kappa$ gives

$$\kappa=\frac{h_{xx}}{(1+h_x^2)^{3/2}}=\frac{x}{l_c^2}.$$

The left side is the derivative of $h_x/\sqrt{1+h_x^2}$, so one integration gives

$$\frac{h_x}{\sqrt{1+h_x^2}}=\frac{x^2}{2l_c^2}-1 .$$

The constant is $-1$ because the surface becomes horizontal at the bath level: $h_x\to-\infty$ as $x\to0$.

Seen on the scale $l_c$, the film has negligible thickness, and the meniscus must run smoothly into it. It therefore touches the wafer with $h_x=0$. This happens at

$$x_t=\sqrt2\,l_c,\qquad\text{where}\qquad \kappa=\frac{x_t}{l_c^2}=\frac{\sqrt2}{l_c}.$$

The suction at the foot of the film is thus $\sqrt2\,\gamma/l_c$. It does not depend on viscosity or speed.

## Matching the two regions

Near the point of contact the static meniscus is a parabola,

$$h\approx\frac{\sqrt2}{2l_c}(x-x_t)^2 .$$

Far down the transition region, the universal profile is also a parabola,

$$h\approx h_\infty\frac{K}{2}\left(\frac{x-x_0}{\ell}\right)^2 ,$$

where any linear term has been absorbed in $x_0$. Let $d$ be the distance below $x_t$. The first form has a relative curvature error of order $d/l_c$ from gravity. The second has one of order $(\ell/d)^3$ from the viscous tail. Both are good when $\ell\ll d\ll l_c$, a range that widens as $\mathrm{Ca}$ falls, because $\ell/l_c$ scales as $\mathrm{Ca}^{1/3}$.

The parabolas agree if $x_0=x_t$ and their curvatures are equal:

$$\frac{Kh_\infty}{\ell^2}=\frac{\sqrt2}{l_c}.$$

Since $\ell^2=h_\infty^2(3\,\mathrm{Ca})^{-2/3}$, the left side is $K(3\,\mathrm{Ca})^{2/3}/h_\infty$. Solving for the thickness,

$$\boxed{h_\infty=\frac{3^{2/3}K}{\sqrt2}\,l_c\,\mathrm{Ca}^{2/3}=0.946\,l_c\,\mathrm{Ca}^{2/3}}\tag{4}$$

The factors are $3^{2/3}=2.0801$ and $K/\sqrt2=0.45470$, with product 0.9458.

The power follows from two balances. Equal curvatures require $h_\infty/\ell^2\sim1/l_c$, so $\ell\sim\sqrt{h_\infty l_c}$. The suction $\gamma/l_c$ acts over the length $\ell$ against the drag: $\gamma/(l_c\ell)\sim\mu U/h_\infty^2$. Eliminating $\ell$ gives $(h_\infty/l_c)^{3/2}\sim\mathrm{Ca}$.

Written out in material properties, (4) reads

$$h_\infty=0.946\,\frac{(\mu U)^{2/3}}{\gamma^{1/6}(\rho g)^{1/2}} .$$

Surface tension enters weakly. Greater tension strengthens the capillary forces but also enlarges the meniscus, which reduces its curvature.

## A test without matching

The matching can be checked with one equation for the whole surface. Replace $h_{xxx}$ in (1) by $\kappa_x$, with the full curvature, and keep gravity throughout. For thick static liquid this reduces to $\kappa_x=1/l_c^2$, the static meniscus; for a thin film it reduces to (1). Start on the flat film, integrate downward, and adjust $h_\infty$ until the surface joins a flat bath. No power law is assumed.

The end condition comes from the static equation. Let $\theta$ be the angle between surface and wafer, and $s$ the arc length downward. Then $\theta_s=\kappa$ and $\kappa_s=-\cos\theta/l_c^2$, so

$$\frac{d}{ds}\left(\frac{l_c^2\kappa^2}{2}+\sin\theta\right)=-\kappa\cos\theta+\kappa\cos\theta=0 .$$

A flat bath has $\theta=\pi/2$ and $\kappa=0$, so the bracket must equal 1. The condition is imposed at $\theta=1.3$ rad, where the remaining viscous term is negligible. The results are:

| $\mathrm{Ca}$ | $h_\infty/(l_c\mathrm{Ca}^{2/3})$ | relative deficit divided by $\mathrm{Ca}^{1/3}$ |
|---|---|---|
| $10^{-4}$ | 0.93802 | 0.177 |
| $10^{-6}$ | 0.94458 | 0.130 |
| $10^{-9}$ | 0.94570 | 0.115 |
| $10^{-10}$ | 0.94576 | 0.114 |

The deficit is taken relative to (4). Extrapolation to $\mathrm{Ca}=0$ gives 0.94581, the matched prefactor, and the two smallest values of $\mathrm{Ca}$ give an exponent of 0.66664. The test confirms the matching. It does not test the thin-film flow law, which both calculations share.

The last column settles near 0.11, so the first correction multiplies (4) by about $1-0.11\,\mathrm{Ca}^{1/3}$. It comes from gravity, since corrections for finite slope enter with the square of the slope, at relative order $\mathrm{Ca}^{2/3}$. For the same reason the drift of the column at larger $\mathrm{Ca}$ should not be read as an accurate higher correction: the thin-film flow law omits terms of that order.

## A second case: a rigid surface

Water collects surfactant easily. Consider the limit in which an insoluble surface layer cannot be stretched or compressed. Its speed is then the same all along the steady surface. High on the wafer the film moves with the wafer at leading order, so that speed is $U$.

The condition $u_y(h)=0$ is replaced by $u(h)=U$, and the velocity becomes

$$u=U+\frac{G}{2\mu}(y^2-hy),\qquad q=Uh+\frac{G}{2\mu}\left(\frac{h^3}{3}-\frac{h^3}{2}\right)=Uh-\frac{Gh^3}{12\mu}.$$

The liquid now drains between two surfaces that both resist it, and the divisor 3 becomes 12. The rest of the derivation is unchanged with $3\,\mathrm{Ca}$ replaced by $12\,\mathrm{Ca}$, provided the tension in the static meniscus is nearly unaltered. The thickness rises by

$$4^{2/3}=2.52 .$$

The whole-surface equation with this divisor gives a ratio of 2.5197 at $\mathrm{Ca}=10^{-9}$.

The tension difference needed across the transition region, where the thickness is set, scales as the shear stress $\mu U/h_\infty$ times the length $\ell$, which is 0.029 mN/m for the example below. The numerical factor is not small: integrating the rigid-surface stress $6\mu U(h-h_\infty)/h^2$ over the profile gives about seven times this scale, 0.20 mN/m or 0.3 % of the tension of water. A trace of contamination may therefore matter, although so small a change of tension is easily missed. To stay rigid along the flat film above, the surface must also carry the shear stress $\rho gh_\infty/2$, which adds about 0.02 mN/m for each millimetre of film in the example.

## Worked example: a wafer leaving a water rinse

Take a hydrophilic 300 mm wafer leaving water at $U=1.0$ mm/s, with rough room-temperature values $\mu=1.0$ mPa s, $\gamma=72$ mN/m and $\rho=1000$ kg/m³. Then

$$\mathrm{Ca}=\frac{(1.0\times10^{-3})(1.0\times10^{-3})}{72\times10^{-3}}=1.389\times10^{-5},$$

$$l_c=\sqrt{\frac{0.072}{1000\times9.80665}}\ \mathrm{m}=2.710\ \mathrm{mm}.$$

With $\mathrm{Ca}^{2/3}=5.778\times10^{-4}$,

$$h_\infty=0.9458\times2.710\ \mathrm{mm}\times5.778\times10^{-4}=1.48\ \text{µm}.$$

The whole-surface equation gives a value 0.36 % lower. The transition length is $\ell=1.481\ \text{µm}/0.0347=42.7$ µm, or 0.016 $l_c$, so the two regions are well separated. With the liquid held fixed, formula (4) gives 0.32 µm at 0.1 mm/s and 6.9 µm at 10 mm/s. The lower speed is already outside the model for water in open air, as the last section shows.

Multiplying $h_\infty$ by the area of one face gives 105 µL. This is the water drawn out by that face over the whole withdrawal; the two faces together draw out about 210 µL. As shown next, it is not all on the wafer at once.

## What changes the number on a real wafer

Effects on the deposited thickness must be kept apart from later thinning. Among the former, several are small here. Gravity drainage in the film is 0.7 % of the drag term. Inertia is about $5\times10^{-5}$ of the viscous force in the film and $4\times10^{-5}$ of the capillary pressure in the meniscus. For a rough Hamaker constant of $10^{-20}$ J, the van der Waals part of the disjoining pressure is $1.6\times10^{-4}$ Pa, against a suction of 37.6 Pa. In very pure water, electrostatic repulsion across the film can be much larger, from some tenths of a pascal up to about 2 Pa for surface potentials of 60 to 100 mV, depending on whether the air side is charged. At this speed it is still small beside the suction and thickens the film by up to about 3 %. A 2 % fall in viscosity, roughly that of 1 K of warming, thins the film by 1.3 % with the other properties fixed. The large uncertainty is the state of the surface: in the rigid limit the film would be 3.73 µm thick.

Evaporation acts mainly afterwards. Vapour diffusing through a still layer of thickness $\delta$ removes liquid at the rate

$$E=\frac{Dc_s(1-\phi)}{\rho\delta}.$$

Rough values are diffusivity $D=0.25$ cm²/s, saturated vapour density $c_s=17$ g/m³, relative humidity $\phi=0.5$ and $\delta=5$ mm. They give $E\approx42$ nm/s. Over one length $\ell$ of the transition region the loss is 1.8 nm, about 0.1 % of the film. The surface needs about $9\ell$ to thin from ten film thicknesses to within 1 % of the flat film, so the loss over the whole region is about 1 %. The finished film, however, lasts about 35 s and dries some 35 mm above the top of the meniscus, whereas the whole wafer takes 300 s to emerge. Formula (4) thus gives the film just above the meniscus, not a layer covering the entire wafer. The rate $E$ is inversely proportional to the assumed $\delta$, so the film's life and the dry-out height are proportional to it.

The film also drains from the top edge. Relative to the wafer the downward flux is $\rho gh^3/(3\mu)$, so a change of thickness travels down at its derivative with respect to $h$, $\rho gh^2/\mu=21.5$ µm/s. During the film's life it covers at most 0.75 mm, since evaporation thins the film and slows the front.

These parameters describe slow withdrawal of an oxide-covered, hydrophilic wafer from clean water. Two process changes take the problem outside the model. If the wafer is hydrophobic, complete wetting fails, and at low speed the water can recede without leaving a film. If alcohol vapour is supplied at the meniscus, as in Marangoni drying, tension gradients drive liquid back into the bath, and the stress-free condition fails. Formula (4) should not be used to set the pull speed in either case.

The formula also has a lower limit in speed. The fraction of the film evaporated over one length $\ell$ is $E/[U(3\,\mathrm{Ca})^{1/3}]$, which grows as $U^{-4/3}$. At 0.1 mm/s, with the rate $E$ above, it is 2.6 % per $\ell$ and about a quarter over $9\ell$, and the film dries within 1 mm. Electrostatic repulsion across a 0.32 µm film of pure water can reach about 2 to 17 Pa for similar surface potentials, no longer small beside the suction, and can thicken the film by 3 to 24 %.

At higher speed both $\mathrm{Ca}^{1/3}$ and inertia must remain small. The two inertia ratios given above grow as $U^2$. For water at 0.1 m/s they reach about 0.5 and 0.4, while $\mathrm{Ca}^{1/3}$ is only 0.11, which suggests that here inertia sets the limit first. These ratios carry no numerical prefactors, and the size of the inertial correction is not computed here.

The first estimate of the thickness also has a meaning. For a flat film $q=Uh-\rho gh^3/(3\mu)$ is greatest where $U=\rho gh^2/\mu$, that is, at $h=l_c\mathrm{Ca}^{1/2}$. The ratio of (4) to this thickness is $0.946\,\mathrm{Ca}^{1/6}$, or 0.15 in the example. The drag-weight balance thus marks the film of greatest flux, while the meniscus selects a much thinner one. The computed values are collected in the numerical output below.

## Calculated quantities

```
film exponent that decays upward: -1.0000
real part of the other two exponents: 0.5000
profile curvature H'' where H = 10: 0.62413
profile curvature H'' where H = 100: 0.64245
profile curvature H'' where H = 1000: 0.64302
limiting curvature K: 0.64304
change of K with starting amplitude: 7.4e-09
static meniscus height and curvature (l_c units): 1.41421
matched prefactor C: 0.94581
whole surface, Ca = 1e-04: h/(l_c Ca^(2/3)) = 0.93802, (1-ratio)/Ca^(1/3) = 0.1774
whole surface, Ca = 1e-06: h/(l_c Ca^(2/3)) = 0.94458, (1-ratio)/Ca^(1/3) = 0.1299
whole surface, Ca = 1e-09: h/(l_c Ca^(2/3)) = 0.94570, (1-ratio)/Ca^(1/3) = 0.1147
whole surface, Ca = 1e-10: h/(l_c Ca^(2/3)) = 0.94576, (1-ratio)/Ca^(1/3) = 0.1138
whole-surface prefactor extrapolated to Ca = 0: 0.94581
whole-surface exponent, Ca 1e-10 to 1e-9: 0.66664
rigid/free thickness: whole surface 2.5197, 4^(2/3) = 2.5198
viscosity: 1.0 mPa s; tension: 72 mN/m
density: 1000 kg/m3; g: 9.80665 m/s2
speed: 1.0 mm/s; wafer diameter: 300 mm
capillary number: 1.389e-05; Ca^(2/3): 5.778e-04
capillary length: 2.710 mm
film thickness, matched formula: 1.481 um
film thickness, whole-surface equation: 1.475 um
relative change: -0.36 %
transition length ell: 42.7 um; ell/l_c: 0.0158
film slope scale h_inf/ell: 0.0347
water on one face: 105 uL
thickness at 0.1 mm/s: 0.319 um
thickness at 10.0 mm/s: 6.873 um
film gravity drainage / drag: 0.0072
inertia / viscous force in film: 5.1e-05
inertia / capillary pressure in meniscus: 3.8e-05
Hamaker constant (rough): 1e-20 J
disjoining pressure: 1.6e-04 Pa; suction: 37.6 Pa
rigid-surface film thickness: 3.73 um
tension difference scale to rigidify: 0.029 mN/m
vapour diffusivity: 0.25 cm2/s; saturation: 17 g/m3
humidity: 50 %; vapour layer: 5 mm
evaporation rate (rough): 42 nm/s
evaporated while crossing ell: 1.8 nm
film life: 35 s; height at dry-out: 35 mm
time to withdraw wafer: 300 s
top-edge drainage front speed: 21.5 um/s
front travel within film life, upper bound: 0.75 mm
thickness change if viscosity falls 2 % (about 1 K): -1.34 %
```
